# Elastic impurity scattering: Boltzmann transport needs ħ/τ below E_F, not kT

**Question**

I am modelling the residual resistivity of a copper-based alloy at 4 K with the Boltzmann equation. The impurity scattering time is about 5 fs, so $\hbar/\tau$ is above 100 meV, while $kT$ is about a third of an meV. I was told that Boltzmann transport requires $\hbar/\tau<kT$: otherwise the collision broadening smears the Fermi function over far more than its thermal width, and the factor $-\partial f/\partial E$ loses its meaning. My calculation violates that condition by a factor of several hundred. Is the rule right, and if not, what replaces it?

**Answer**

For elastic scattering in a degenerate gas the rule is wrong. The width $\hbar/\tau$ belongs to states of definite *momentum*: a plane wave is not an eigenstate of the disordered metal. The exact eigenstates in a static potential have sharp energies, and it is these that the Fermi function occupies. In a three-dimensional metal, what must be small is $\hbar/(E_F\tau)$, as a comparison with the Kubo formula shows.

I take electrons without mutual interaction, charge $-e$, spin degeneracy 2, in a three-dimensional band $\varepsilon=\hbar^2k^2/2m$, with fixed, weak, non-magnetic, short-range impurities. I write $\Gamma=\hbar/2\tau$.

**Temperature in the Kubo formula**

Let $H$ be the Hamiltonian of one particular sample, impurities included, with eigenstates $m$ and energies $E_m$. Apply a field $\mathcal E e^{st}$ along $x$, so that the perturbation is $e\mathcal E x\,e^{st}$, and set $\eta=\hbar s$. The linear change $\rho$ of the density matrix also grows as $e^{st}$. The equation of motion $i\hbar\dot\rho=[H,\rho]+[e\mathcal Ex,f(H)]$ gives, with $\Delta=E_n-E_m$,

$$(i\eta+\Delta)\rho_{mn}=-e\mathcal E\,x_{mn}(f_m-f_n).$$

From $v=(i/\hbar)[H,x]$ follows $x_{mn}=i\hbar v_{mn}/\Delta$. The current density is $-(2e/\Omega)\,\mathrm{Tr}(\rho v)$, where $\Omega$ is the volume. Since $i/(\Delta+i\eta)=(\eta+i\Delta)/(\Delta^2+\eta^2)$, and the part odd in $\Delta$ cancels between $mn$ and $nm$,

$$\sigma=\frac{2e^2\hbar}{\Omega}\sum_{mn}|v_{mn}|^2\,\frac{f_m-f_n}{E_n-E_m}\,\frac{\eta}{(E_n-E_m)^2+\eta^2}.$$

In a sample with walls $v_{mm}=0$, so there are no diagonal terms. The volume goes to infinity first, then $\eta\to0$.

This expression is linear in $f$, and a thermal Fermi function is a mixture of sharp steps:

$$f(\varepsilon)=\int dE\left(-\frac{\partial f}{\partial E}\right)\theta(E-\varepsilon).$$

Therefore

$$\sigma(T)=\int dE\left(-\frac{\partial f}{\partial E}\right)\sigma_0(E),$$

where $\sigma_0(E)$ is the zero-temperature conductivity of the same sample with Fermi energy $E$. No expansion in the disorder was made. The factor $-\partial f/\partial E$ keeps its thermal width, and $kT$ is nowhere compared with $\hbar/\tau$.

The Boltzmann equation has the same structure. In the relaxation-time form, $-e\mathcal E v_x\,\partial f/\partial\varepsilon=-\delta f/\tau$, so $\delta f=e\mathcal E\tau v_x\,\partial f/\partial\varepsilon$. Let the density of states per spin be $A\sqrt\varepsilon$. With $v_x^2\to v^2/3=2\varepsilon/3m$, the contribution of energy $\varepsilon$ is

$$\sigma_B(\varepsilon)=2e^2A\sqrt\varepsilon\;\tau(\varepsilon)\,\frac{2\varepsilon}{3m}=\frac{n(\varepsilon)e^2\tau(\varepsilon)}{m},\qquad n(\varepsilon)=\tfrac43A\varepsilon^{3/2},$$

again averaged with $-\partial f/\partial E$. The remaining question is whether $\sigma_0$ agrees with $\sigma_B$ at one energy.

**The conductivity at one energy**

For $\eta\to0$ the last factor in the Kubo formula becomes $\pi\delta(E_n-E_m)$, and for a step function the difference quotient becomes $\delta(E-E_m)$. With $\delta(E-H)=-\mathrm{Im}\,G/\pi$, where $G$ is the retarded Green function,

$$\sigma_0(E)=\frac{2e^2\hbar}{\pi\Omega}\mathrm{Tr}\,[v_x\,\mathrm{Im}G\;v_x\,\mathrm{Im}G].$$

Now average over impurity positions, leaving out for the moment diagrams with crossed impurity lines. A short-range impurity scatters equally in all directions, so every ladder correction contains an angular integral of $v_x$ alone and vanishes. What remains is the product of two averaged Green functions $G=1/(z-\varepsilon)$ with $z=E-\Sigma$:

$$\sigma_0=\frac{4e^2\hbar A}{3\pi m}J,\qquad J=\int_0^\infty\varepsilon^{3/2}(\mathrm{Im}\,G)^2d\varepsilon .$$

*Self-energy.* Let the random potential have correlation $\langle U(\mathbf r)U(\mathbf r')\rangle=W\delta(\mathbf r-\mathbf r')$ and put $c=WA$. The self-consistent Born approximation is $\Sigma=c\int\sqrt\varepsilon\,d\varepsilon/(z-\varepsilon)$. Split $1/(z-\varepsilon)=-1/\varepsilon+z/[\varepsilon(z-\varepsilon)]$. The first part gives a real constant, set by the finite impurity range, which I absorb into the zero of energy. In the second put $\varepsilon=q^2$ and $z=w^2$, with $w=a+ib$ and $b>0$. Closing the contour in the upper half plane gives

$$\int_{-\infty}^{\infty}\frac{dq}{q^2-w^2}=\frac{i\pi}{w},\qquad\text{hence}\qquad \Sigma=-i\pi c\,w=\pi cb-i\pi ca .$$

Let $\Gamma$ now denote $-\mathrm{Im}\,\Sigma=\pi ca$. It also equals $\mathrm{Im}\,z=2ab$, so $b=\pi c/2$ is independent of energy. The real part of $E=z+\Sigma$ is

$$E=a^2-b^2+\pi cb=a^2+b^2 .$$

The density of states per spin is $-\mathrm{Im}\,\Sigma/(\pi W)=Aa=A\sqrt{E-b^2}$: the free band, shifted rigidly by $b^2$. The golden rule gives $\hbar/\tau=2\pi WA\sqrt\varepsilon$, that is $\Gamma=\pi c\sqrt\varepsilon$, which is the value just found at kinetic energy $\varepsilon=a^2$.

*The integral.* With $\varepsilon=q^2$, $J=\int_{-\infty}^{\infty}q^4(\mathrm{Im}\,G)^2dq$, and $(\mathrm{Im}\,G)^2=-\tfrac14(G^2+G^{*2}-2GG^*)$. Each of $q^4G^2$, $q^4G^{*2}$ and $q^4GG^*$ tends to 1 at large $q$. Subtracting 1 from each changes nothing in the sum and makes the separate integrals converge.

For the first, write $q^2/(q^2-w^2)=1+w^2/(q^2-w^2)$ and square it. Differentiating the contour integral above with respect to $w^2$ gives $\int dq/(q^2-w^2)^2=-i\pi/(2w^3)$, so

$$I_1=2w^2\,\frac{i\pi}{w}-w^4\,\frac{i\pi}{2w^3}=\frac{3i\pi}{2}w .$$

Together with its complex conjugate this gives $I_1+I_1^*=-3\pi b$.

For the mixed term, use partial fractions with $w^2-w^{*2}=4iab$:

$$I_3=i\pi(w-w^*)+\frac{|w|^4}{4iab}\,i\pi\left(\frac1w+\frac1{w^*}\right)=-2\pi b+\frac{\pi(a^2+b^2)}{2b}.$$

Then

$$J=-\tfrac14(I_1+I_1^*-2I_3)=-\tfrac14\left(-3\pi b+4\pi b-\frac{\pi a^2}{b}-\pi b\right)=\frac{\pi a^2}{4b}=\frac{\pi a^3}{2\Gamma}.$$

Inserting this,

$$\sigma_0=\frac{2e^2\hbar A a^3}{3m\Gamma}=\frac{4Aa^3}{3}\,\frac{e^2}{m}\,\frac{\hbar}{2\Gamma}=\frac{ne^2\tau}{m}.$$

Within this approximation the Kubo and Boltzmann conductivities coincide at equal density and temperature; the chemical potential merely moves by $b^2$. A numerical solution of the self-consistent equations with $\hbar/\tau=0.60$ at unit energy gave a ratio of 1.0000 for both $kT=0.02$ and $kT=0.10$, and a shift of 0.0225, which is $b^2$ for $b=0.15$. This does not make Boltzmann theory reliable at such strong scattering. It means that, for this parabolic band with short-range disorder, its corrections lie in the diagrams left out. In other bands the uncrossed diagrams can contribute corrections too.

**Where the Fermi energy enters**

In the simplest crossed process an electron $\mathbf k$ visits impurities A, B, A, B. The total momentum given to each impurity must vanish. If the first and last intermediate momenta are $\mathbf k_1$ and $\mathbf k_2$, the middle one is forced to be $\mathbf p=\mathbf k_1+\mathbf k_2-\mathbf k$. In the corresponding uncrossed process it is free to lie on the energy shell.

How often does $\mathbf p$ lie there? Measure momenta in units of $k_F$, with $\mathbf k_1,\mathbf k_2$ in random directions and $q=|\mathbf k_1+\mathbf k_2|$. Then $q^2$ is uniform on $[0,4]$. For given $q$, $p^2$ is uniform between $(q-1)^2$ and $(q+1)^2$, with density $1/4q$. The density of $p^2$ at 1 is therefore

$$\int_0^2\frac{2q\,dq}{4}\,\frac1{4q}=\frac14 .$$

A shell of relative half-width $g=\Gamma/E_F$ has the Lorentzian weight $g^2/[(p^2-1)^2+g^2]$, whose area is $\pi g$. The mean weight for small $g$ is

$$\frac{\pi}{4}\frac{\Gamma}{E_F}=\frac{\pi}{4k_Fl},\qquad k_Fl=\frac{2E_F\tau}{\hbar}.$$

This sizes the correction; it is not its full coefficient. The leading change of the conductivity comes from interference between the orders A, B and B, A. The product of retarded and advanced propagators between the two impurities falls as $e^{-r/l}/r^2$, so the scattering probability from $\mathbf k$ to $\mathbf k'$ gains the relative amount $\arctan(Ql)/(Ql)\approx\pi/(2Ql)$, with $Q=|\mathbf k+\mathbf k'|=2k_F\cos(\theta/2)$. Averaging this over directions with the transport weight $1-\cos\theta$ gives $\delta\sigma/\sigma\approx-2\pi/(3k_Fl)$. The physical condition is that momentum be well defined on each energy shell: its spread, about $1/l$, must be small beside $k_F$.

That term is the shortest case of interference between a path and its reverse. Longer, diffusive paths that return to their starting point after times $t>\tau$ add a further correction. Its size is the chance of return into a tube one wavelength wide. In three dimensions, with diffusion constant $D\sim v^2\tau$,

$$\int_\tau^\infty\frac{v\,dt}{k_F^2(Dt)^{3/2}}\sim\frac1{(k_Fl)^2}.$$

In two dimensions the same estimate gives $\ln(t_\phi/\tau)/(k_Fl)$, where $t_\phi$ is the time after which phase coherence is lost. That logarithm must be small beside $k_Fl$. In one dimension it grows as $\sqrt{t_\phi/\tau}$ with no small prefactor, and $\hbar/\tau\ll E_F$ does not suffice.

**A test with the omitted diagrams included**

The Kubo response can also be computed for explicit disorder, with no diagrams selected. I used a cubic lattice of $23\times24\times25$ sites, hopping $t$, chemical potential at the band centre and random site energies spread uniformly over $2.4t$. The results are averaged over eight disorder realizations with different boundary conditions. Here $\hbar/\tau=0.43t$, against $6t$ from band centre to edge. The growth rate was fixed at $\hbar s=0.1t$, so the Boltzmann rate is $1/\tau+s$. Conductivities are in $e^2/\hbar a$, with $a$ the lattice constant.

- At $(\hbar/\tau)/kT=10.8$: Kubo $1.33\pm0.03$, Boltzmann 1.26.
- At $(\hbar/\tau)/kT=1.0$: Kubo $1.26\pm0.02$, Boltzmann 1.21.

Agreement within 12 % was required. The Kubo values lie 5 % and 4 % high, two to three standard errors. The coherent-potential approximation for the infinite lattice, which contains no interference between different sites, gives 1.29 and 1.25. These values lie about 3 % above Boltzmann and within about one standard error of the Kubo values, so much of the excess is not an interference effect. A tenfold change of $kT$ leaves the agreement essentially unchanged. The test has limits. The band centre is flat, so a Boltzmann calculation with $-\partial f/\partial E$ smeared by a Lorentzian of half-width $\Gamma$ (1.19 and 1.15) lies further from the Kubo values but still within the 12 % tolerance. At the lower temperature $\hbar s$ exceeds $kT$ and widens the range of energies sampled, and $1/s\approx4\tau$ cuts off long return paths. The case against the rule rests on the exact mixture identity above, not on these numbers.

**Your alloy**

Take free electrons with $n=8.5\times10^{22}\ \mathrm{cm^{-3}}$ and $\tau=5$ fs:

- $k_F=(3\pi^2n)^{1/3}=13.6\ \mathrm{nm^{-1}}$ and $E_F=\hbar^2k_F^2/2m=7.05$ eV.
- $\hbar/\tau=132$ meV and $kT=0.345$ meV, a ratio of 382.
- $(\hbar/\tau)/E_F=0.132/7.05=0.019$.
- $l=\hbar k_F\tau/m=7.9$ nm, so $k_Fl=13.6\times7.87=107$.
- $\rho=m/(ne^2\tau)\approx8\ \mu\Omega\,$cm.

The crossed weight is $\pi/(4\times107)=0.7\,\%$, the leading correction to the conductivity is $2\pi/(3\times107)\approx2\,\%$, and diffusive return adds a term of order $10^{-4}$. The rule you were given would demand a temperature of at least roughly 1500 K, above the melting point of copper. The criterion that applies is met with a factor of about 50 to spare.

Thermal averaging is negligible too. Since $\tau\propto\varepsilon^{-1/2}$, $\sigma_B\propto\varepsilon$, and its thermal average is $\int_0^\infty f\,d\varepsilon\approx\mu$. Fixed density requires $\mu^{3/2}[1+\tfrac{\pi^2}{8}(kT/\mu)^2]=E_F^{3/2}$, so to leading order

$$\frac{\delta\sigma}{\sigma}=-\frac{\pi^2}{12}\left(\frac{kT}{E_F}\right)^2=-2\times10^{-9}.$$

These parameters are rough values for a concentrated copper-based solid solution. A real alloy has a non-spherical Fermi surface and a heavier band mass. With a rough $1.4\,m_e$, at fixed $n$ and $\tau$, $(\hbar/\tau)/E_F$ rises to 0.026 and the resistivity by a factor 1.4, but the conclusion stands. Impurities that scatter mainly forward require the transport time in place of $\tau$ in the resistivity. Solute atoms need not be weak scatterers; $\tau$ must then come from the full single-site scattering, and the exact equality derived above was shown only in the Born approximation.

Phonons break the elastic assumption. Define a coupling $\lambda$ by the classical width $2\pi\lambda kT$ and take a rough $\lambda=0.14$. At 4 K this gives 0.3 meV, or 0.2 % of $\hbar/\tau$, and it overestimates the effect because most phonon modes are frozen out. At 300 K it gives 23 meV, or 17 %, so there phonons must be added to the impurity resistivity.

**Where $kT$ does set the limit**

In a dilute, non-degenerate gas the carriers' typical energy is $kT$ itself. Averaging $\Gamma/E$ with the conductivity weight $E(-\partial f/\partial E)\propto Ee^{-E/kT}$, and using $\Gamma\propto\sqrt E$, gives with $x=E/kT$

$$\left\langle\frac{\Gamma}{E}\right\rangle=\frac{\Gamma_{kT}}{kT}\,\frac{\int_0^\infty x^{1/2}e^{-x}dx}{\int_0^\infty xe^{-x}dx}=\frac{\sqrt\pi}{2}\,\frac{\Gamma_{kT}}{kT},$$

where $\Gamma_{kT}$ is $\Gamma$ at energy $kT$. For a non-degenerate semiconductor with short-range scattering, $\hbar/\tau\ll kT$ is therefore the right condition. Charged dopants give $\Gamma$ a different energy dependence, which this average does not cover. It is the same requirement as before, with the typical kinetic energy in place of $E_F$.

One further limit applies to the degenerate case. If impurities have internal states that exchange energy or spin with the electrons, or if electron–electron interactions matter, the potential is no longer static. The argument that removed $kT$ from the comparison then does not apply.

The remaining figures are in the numerical output below.

## Calculated quantities

```
SCBA test: hbar/tau at unit energy = 0.60 (energy unit)
  kT = 0.02: (hbar/tau)/kT = 30, Kubo/Boltzmann = 1.0000
    chemical potential shift (disordered - free) = 0.0225
  kT = 0.10: (hbar/tau)/kT = 6, Kubo/Boltzmann = 1.0000
    chemical potential shift (disordered - free) = 0.0225
Thermal change at kT/E_F = 0.05: -0.00206, expansion -0.00206
Dilute gas: <Gamma/E> / (Gamma(kT)/kT) = 0.8862
Small box, kT = 0.04 t: evolution/eigenstates = 1.0000
  mixture of sharp steps / direct Kubo = 1.00000000
Small box, kT = 0.43 t: evolution/eigenstates = 1.0000
  mixture of sharp steps / direct Kubo = 1.00000000
Lattice: 23 x 24 x 25 sites, disorder width = 2.4 t
  hbar/tau = 0.430 t, half bandwidth = 6 t, hbar*s = 0.10 t
  mean free path = 6.2 sites
  Fermi-shell error: periodic box 6.5 %, average of 8 boundaries 0.1 %
  kT = 0.04 t, (hbar/tau)/kT = 10.8:
    Kubo = 1.328 +- 0.029, Boltzmann = 1.261 e^2/(hbar a)
    Kubo/Boltzmann = 1.053
  kT = 0.43 t, (hbar/tau)/kT = 1.0:
    Kubo = 1.257 +- 0.016, Boltzmann = 1.209 e^2/(hbar a)
    Kubo/Boltzmann = 1.040
Example: n = 8.50e+22 cm^-3, tau = 5.0 fs, T = 4.0 K
  E_F = 7.049 eV, k_F = 13.60 nm^-1
  hbar/tau = 131.6 meV
  kT = 0.3447 meV
  (hbar/tau)/kT = 382
  (hbar/tau)/E_F = 0.0187
  mean free path = 7.87 nm, k_F l = 107.1
  Boltzmann resistivity = 8.35 microohm cm
  temperature where kT = hbar/tau: 1528 K
  crossed weight: sampled 0.00727, pi/(4 k_F l) = 0.00733
  coherent return, order 1/(k_F l)^2 = 8.7e-05
  thermal averaging change of sigma = -2.0e-09
  band mass 1.4 m_e (rough): (hbar/tau)/E_F = 0.0261
  electron-phonon coupling (rough) = 0.14
  classical phonon width at 4 K = 0.30 meV, 0.23 % of hbar/tau
  classical phonon width at 300 K = 22.74 meV, 17.27 % of hbar/tau
```
